**Oxide undercut below a straight mask edge**

For a film of thickness $h$ etched isotropically at rate $r$, the undercuts after an overetch time $\tau$ are $u_{\rm top}=h+r\tau$ and $u_{\rm bot}=\sqrt{2hr\tau+r^2\tau^2}$. The program solves the local etching law on two grids, starting from the exposed surface alone, and extrapolates the arrival times to reduce the grid error. It asserts that the resulting undercuts agree with the formulas within 1% at the top and 2.5% at the bottom for four overetch times. It also asserts the foot speed and wall angle against the grid solution, the moving-front equation by symbolic algebra, and the inverse formula and the fast-interface criterion by a direct search over paths. For $h=500$ nm, $r=100$ nm/min and $\tau=1$ min, the formulas give 600.0 nm at the top and 331.7 nm at the bottom; the grid solution gives 600.0 and 329.8 nm. The output also sizes the effects of a leaking mask interface, a bath 1 K warmer, a film 3% thicker and etchant depletion under the mask.

## Numerical verification

```python
"""Undercut of an isotropically etched oxide film below a straight mask edge.

Result under test, for film thickness h, etch rate r and overetch time tau
(time after the open film has cleared, which happens at h/r):
    top undercut     u_top = h + r*tau
    bottom undercut  u_bot = sqrt(2*h*r*tau + (r*tau)**2)
x is the horizontal distance under the mask, z the depth below the mask.
Lengths are in nm and times in min unless a name says otherwise.
The main test solves |grad(arrival time)| = 1/r on a grid, starting from the
exposed surface alone.
"""
import math
import numpy as np
import sympy as sp
from scipy import constants
from scipy.optimize import brentq


def undercuts(overetch, thickness, rate):
    """Derived formulas: top and bottom undercut."""
    advance = rate * overetch
    return thickness + advance, math.sqrt(2 * thickness * advance + advance**2)


def solve_arrival(n):
    """Upwind fast sweeping; lengths in units of h, times in units of h/r.

    n cells span the film. Returns x positions and arrival times [depth, x].
    """
    step = 1.0 / n
    n_open = n // 10
    nx = n_open + 21 * n // 10 + 1
    nz = n + 1
    # A border of infinite times represents mask and substrate: no etchant.
    grid = [[math.inf] * (nx + 2) for _ in range(nz + 2)]
    for i in range(1, n_open + 2):
        grid[1][i] = 0.0
    orders = [(sx, sz) for sz in (1, -1) for sx in (1, -1)]
    largest_change = math.inf
    for _ in range(6):
        largest_change = 0.0
        for sx, sz in orders:
            columns = range(1, nx + 1)[::sx]
            for j in range(1, nz + 1)[::sz]:
                row, above, below = grid[j], grid[j - 1], grid[j + 1]
                for i in columns:
                    a = row[i - 1] if row[i - 1] < row[i + 1] else row[i + 1]
                    b = above[i] if above[i] < below[i] else below[i]
                    if a == math.inf and b == math.inf:
                        continue
                    gap = a - b
                    if abs(gap) >= step:
                        new = min(a, b) + step
                    else:
                        new = 0.5 * (a + b + math.sqrt(2 * step**2 - gap**2))
                    if new < row[i]:
                        largest_change = max(largest_change, row[i] - new)
                        row[i] = new
        if largest_change < 1e-12:
            break
    assert largest_change < 1e-12, "sweeps did not converge"
    times = np.array(grid)[1:-1, 1:-1]
    return (np.arange(nx) - n_open) * step, times


# ---- Example inputs (rough typical values, oxide in buffered HF) ----
h = 500.0
r = 100.0
t_clear = h / r
tau_main = 1.0
t_total = t_clear + tau_main
u_top, u_bot = undercuts(tau_main, h, r)

# ---- Test: the circular arc obeys the moving-front equation ----
zs, ts, rs = sp.symbols("z t r", positive=True)
arc = sp.sqrt(rs**2 * ts**2 - zs**2)
residual = sp.diff(arc, ts)**2 - rs**2 * (1 + sp.diff(arc, zs)**2)
assert sp.simplify(residual) == 0

# ---- Test: grid solution of the local etching law ----
x_coarse, T_coarse = solve_arrival(100)
x_fine, T_fine = solve_arrival(200)
under_mask = x_coarse >= 0
x_mask = x_coarse[under_mask]
T_fine_common = T_fine[::2, ::2]
arc_time_bottom = np.sqrt(1 + x_mask**2)
err_coarse = np.max(np.abs(T_coarse[-1, under_mask] - arc_time_bottom))
err_fine = np.max(np.abs(T_fine_common[-1, under_mask] - arc_time_bottom))
assert err_fine < 0.7 * err_coarse, "grid error must shrink on refinement"
# Extrapolation removes most of the first-order grid error.
T_best = (2 * T_fine_common - T_coarse)[:, under_mask]


def grid_front(row, overetch):
    """Front position in nm at a grid row, from the numerical solution."""
    return h * np.interp(1 + r * overetch / h, T_best[row], x_mask)


grid_rows = []
for tau in (0.5, 1.0, 2.0, 5.0):
    top_formula, bottom_formula = undercuts(tau, h, r)
    top_grid, bottom_grid = grid_front(0, tau), grid_front(-1, tau)
    # 2.5 percent allows for the remaining logarithmic grid error.
    assert abs(top_grid / top_formula - 1) < 0.01
    assert abs(bottom_grid / bottom_formula - 1) < 0.025
    grid_rows.append((tau, top_grid, bottom_grid))

# ---- Test: speed of the foot and wall angle at the foot ----
foot_speed = r * u_top / u_bot
foot_speed_grid = (grid_front(-1, 1.1) - grid_front(-1, 0.9)) / 0.2
assert abs(foot_speed_grid / foot_speed - 1) < 0.04
wall_angle = math.degrees(math.atan2(u_bot, h))
dz = 0.05 * h
slope_grid = (3 * grid_front(-1, tau_main) - 4 * grid_front(-6, tau_main)
              + grid_front(-11, tau_main)) / (2 * dz)
wall_angle_grid = math.degrees(math.atan(-1 / slope_grid))
assert abs(wall_angle_grid - wall_angle) < 2.0


# ---- Direct path search, with optional fast etching along the mask ----
def arrival_by_paths(x, z, k):
    """Earliest arrival: run s along the mask at rate k*r, then straight."""
    s = x * np.linspace(0, 1, 4001)
    return np.min(s / (k * r) + np.hypot(x - s, z) / r)


def reach_by_paths(z, k):
    """Undercut at depth z after the total etch time."""
    return brentq(lambda x: arrival_by_paths(x, z, k) - t_total,
                  0, 3 * k * r * t_total)


target_bottom = 100.0
tau_target = (math.hypot(h, target_bottom) - h) / r
tau_target_paths = arrival_by_paths(target_bottom, h, 1.0) - t_clear
assert abs(tau_target - tau_target_paths) < 1e-8

k_limit = u_top / u_bot
k_mild, k_strong = 1.2, 3.0
top_mild, bot_mild = reach_by_paths(0.0, k_mild), reach_by_paths(h, k_mild)
top_strong = reach_by_paths(0.0, k_strong)
bot_strong = reach_by_paths(h, k_strong)
assert k_mild < k_limit < k_strong
assert abs(bot_mild - u_bot) < 1e-6
assert bot_strong > u_bot + 10
assert abs(top_mild - k_mild * u_top) < 1e-6
# The criterion must switch at k_limit itself.
assert abs(reach_by_paths(h, 0.98 * k_limit) - u_bot) < 1e-6
assert reach_by_paths(h, 1.10 * k_limit) > u_bot + 0.1

# ---- Other neglected effects at the same total time ----
activation_eV, bath_K = 0.35, 295.0
k_B_eV = constants.k / constants.e
rate_factor = math.exp(activation_eV / k_B_eV * (1 / bath_K - 1 / (bath_K + 1)))
r_warm = r * rate_factor
top_warm, bot_warm = undercuts(t_total - h / r_warm, h, r_warm)
thicker = 1.03 * h
top_thick, bot_thick = undercuts(t_total - thicker / r, thicker, r)

# Etchant drop along a channel of height h and length u_top (SI units).
density, molar_mass = 2200.0, 0.06008
diffusivity, fluoride = 1e-9, 1000.0
fluorine_per_SiO2 = 6
arc_length = u_top * math.asin(h / u_top)
channel_flux = (fluorine_per_SiO2 * density / molar_mass
                * r * 1e-9 / 60 * arc_length / h)
depletion = channel_flux * u_top * 1e-9 / (diffusivity * fluoride)
assert depletion < 0.01

# ---- Output ----
print(f"Film thickness h = {h:.0f} nm, etch rate r = {r:.0f} nm/min")
print(f"Clearing time h/r = {t_clear:.2f} min")
print("Formula: overetch (min), top, bottom, top minus bottom (nm)")
for tau in (0.0, 0.25, 0.5, 1.0, 2.0, 5.0):
    a, b = undercuts(tau, h, r)
    print(f"  {tau:5.2f}  {a:7.1f}  {b:7.1f}  {a - b:7.1f}")
print("Grid solution: overetch (min), top, bottom (nm)")
for tau, a, b in grid_rows:
    print(f"  {tau:5.2f}  {a:7.1f}  {b:7.1f}")
print(f"Largest grid time error, coarse: {err_coarse * t_clear:.4f} min")
print(f"Largest grid time error, fine: {err_fine * t_clear:.4f} min")
print(f"Short-overetch estimate of bottom undercut at 0.25 min: "
      f"{math.sqrt(2 * h * r * 0.25):.1f} nm")
print(f"Main case: overetch {tau_main:.2f} min, total {t_total:.2f} min")
print(f"Top undercut = {u_top:.1f} nm = {u_top / 1000:.3f} um")
print(f"Bottom undercut = {u_bot:.1f} nm = {u_bot / 1000:.3f} um")
print(f"Foot speed: formula {foot_speed:.1f}, "
      f"grid {foot_speed_grid:.1f} nm/min")
print(f"Wall angle at foot: formula {wall_angle:.1f}, "
      f"grid {wall_angle_grid:.1f} degrees")
print(f"Overetch for {target_bottom:.0f} nm bottom undercut = "
      f"{tau_target:.4f} min = {60 * tau_target:.1f} s")
print("Neglected effects, main case:")
print(f"Interface rate ratio that starts to move the foot = {k_limit:.3f}")
print(f"Interface ratio {k_mild:.1f}: top {top_mild:.1f}, "
      f"bottom {bot_mild:.1f} nm")
print(f"Interface ratio {k_strong:.1f}: top {top_strong:.1f}, "
      f"bottom {bot_strong:.1f} nm")
print(f"Rough activation energy {activation_eV:.2f} eV, bath {bath_K:.0f} K")
print(f"Rate increase for 1 K = {100 * (rate_factor - 1):.1f} percent")
print(f"Bath 1 K warmer: top {top_warm:.1f}, bottom {bot_warm:.1f} nm")
print(f"Film 3 percent thicker ({thicker:.0f} nm): top {top_thick:.1f}, "
      f"bottom {bot_thick:.1f} nm")
print(f"Rough diffusivity {diffusivity:.0e} m2/s, "
      f"active fluoride {fluoride / 1000:.1f} mol/L")
print(f"Etchant depletion under the mask = {100 * depletion:.3f} percent")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Film thickness h = 500 nm, etch rate r = 100 nm/min
Clearing time h/r = 5.00 min
Formula: overetch (min), top, bottom, top minus bottom (nm)
   0.00    500.0      0.0    500.0
   0.25    525.0    160.1    364.9
   0.50    550.0    229.1    320.9
   1.00    600.0    331.7    268.3
   2.00    700.0    489.9    210.1
   5.00   1000.0    866.0    134.0
Grid solution: overetch (min), top, bottom (nm)
   0.50    550.0    227.2
   1.00    600.0    329.8
   2.00    700.0    488.2
   5.00   1000.0    864.9
Largest grid time error, coarse: 0.0777 min
Largest grid time error, fine: 0.0447 min
Short-overetch estimate of bottom undercut at 0.25 min: 158.1 nm
Main case: overetch 1.00 min, total 6.00 min
Top undercut = 600.0 nm = 0.600 um
Bottom undercut = 331.7 nm = 0.332 um
Foot speed: formula 180.9, grid 181.3 nm/min
Wall angle at foot: formula 33.6, grid 33.9 degrees
Overetch for 100 nm bottom undercut = 0.0990 min = 5.9 s
Neglected effects, main case:
Interface rate ratio that starts to move the foot = 1.809
Interface ratio 1.2: top 720.0, bottom 331.7 nm
Interface ratio 3.0: top 1800.0, bottom 385.8 nm
Rough activation energy 0.35 eV, bath 295 K
Rate increase for 1 K = 4.8 percent
Bath 1 K warmer: top 628.6, bottom 380.9 nm
Film 3 percent thicker (515 nm): top 600.0, bottom 307.9 nm
Rough diffusivity 1e-09 m2/s, active fluoride 1.0 mol/L
Etchant depletion under the mask = 0.026 percent
ALL CHECKS PASSED
```
